# Skyrmion helicity and effective chirality from bulk and interfacial exchange: a numerical check

```python
"""
Result under test: in a film with interfacial (Di) and bulk (Db) antisymmetric
exchange, a skyrmion with core down has helicity psi = atan2(Db, Di), and its
profile and energy depend only on D = sqrt(Di^2 + Db^2).
Energy density: A|grad m|^2 + Di [mz div m - (m.grad) mz] + Db m.(curl m)
                + K (1 - mz^2) + Ms B (1 - mz),   m uniform through thickness.
Skyrmion: m = (sin th cos(phi+psi), sin th sin(phi+psi), cos th), th(r): pi -> 0.
Consistent units: nm, A in pJ/m, D in mJ/m^2, K in MJ/m^3, Ms in MA/m, B in T.
Energy per thickness is then in pJ/m, and energy in zJ (1e-21 J).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp, trapezoid
from scipy.optimize import minimize, minimize_scalar
from scipy.special import j0, j1

# ---------------- inputs: rough FeGe-like film beside a heavy metal ----------
A = 9.0            # exchange stiffness
Ms = 0.38          # magnetization
Db = 1.6           # bulk chiral constant
Ds = 1.8           # interfacial chiral constant before division by t, pJ/m
t = 3.0            # thickness
Ku = 0.20          # perpendicular anisotropy supplied by the interface
B = 0.4            # field along the background magnetization
T = 200.0          # temperature of use, K
Di = Ds / t
K_dip = const.mu_0 * 1e6 * Ms**2 / 2     # local thin-film dipolar constant
K = Ku - K_dip
D = np.hypot(Di, Db)
alpha = np.arctan2(Db, Di)
zJ_to_eV = 1e-21 / const.e


def wrap(angle):
    return (angle + np.pi) % (2 * np.pi) - np.pi


# ---------------- symbolic tests from the vector definitions -----------------
x, y, z, c, s, Dsym = sp.symbols('x y z c s D', real=True)


def curl(m):
    return (sp.diff(m[2], y) - sp.diff(m[1], z),
            sp.diff(m[0], z) - sp.diff(m[2], x),
            sp.diff(m[1], x) - sp.diff(m[0], y))


def bulk_density(m):
    return sum(a * b for a, b in zip(m, curl(m)))


def interface_density(m):
    return (m[2] * (sp.diff(m[0], x) + sp.diff(m[1], y))
            - m[0] * sp.diff(m[2], x) - m[1] * sp.diff(m[2], y))


def exchange_density(m):
    return sum(sp.diff(a, q)**2 for a in m for q in (x, y))


def reduce_circle(expr):
    return sp.expand(sp.expand(expr).subs(s**2, 1 - c**2))


q = [sp.Function(name)(x, y) for name in ('qx', 'qy', 'qz')]
turned = [c * q[0] - s * q[1], s * q[0] + c * q[1], q[2]]
mixed = Dsym * c * interface_density(turned) + Dsym * s * bulk_density(turned)
assert reduce_circle(mixed - Dsym * interface_density(q)) == 0
assert reduce_circle(exchange_density(turned) - exchange_density(q)) == 0

# twist along z: m.curl m = -sin^2(th) dPhi/dz
th0 = sp.Symbol('th0', real=True)
Phi = sp.Function('Phi')(z)
m_twist = [sp.sin(th0) * sp.cos(Phi), sp.sin(th0) * sp.sin(Phi), sp.cos(th0)]
assert sp.simplify(bulk_density(m_twist)
                   + sp.sin(th0)**2 * sp.diff(Phi, z)) == 0

# local chiral density of a trial skyrmion th = pi exp(-r) at one point
radius_sym = sp.sqrt(x**2 + y**2)
th_sym = sp.pi * sp.exp(-radius_sym)
cp, sn = sp.cos(sp.Float(0.9)), sp.sin(sp.Float(0.9))
m_trial = [sp.sin(th_sym) * (x * cp - y * sn) / radius_sym,
           sp.sin(th_sym) * (y * cp + x * sn) / radius_sym, sp.cos(th_sym)]
point = {x: 0.7, y: 0.4}
direct = float((Di * interface_density(m_trial)
                + Db * bulk_density(m_trial)).subs(point).evalf())
rp = np.hypot(0.7, 0.4)
tp = np.pi * np.exp(-rp)
formula = (Di * np.cos(0.9) + Db * np.sin(0.9)) * (-tp + np.sin(2*tp) / (2*rp))
assert abs(direct - formula) < 1e-9


# ---------------- radial skyrmion with one chiral constant -------------------
def solve_skyrmion(chiral, aniso):
    r_min, r_max = 1e-2, 100.0
    mesh = np.geomspace(r_min, r_max, 500)
    guess = 2 * np.arctan(np.sinh(8 / 6) / np.sinh(mesh / 6))

    def rhs(r, f):
        th, slope = f
        return np.vstack((slope, -slope / r + np.sin(2*th) / (2 * r**2)
                          - chiral / A * np.sin(th)**2 / r
                          + aniso * np.sin(2*th) / (2 * A)
                          + Ms * B * np.sin(th) / (2 * A)))

    def ends(left, right):
        return np.array([left[0] - np.pi - r_min * left[1], right[0]])

    sol = solve_bvp(rhs, ends, mesh, np.vstack((guess, np.gradient(guess, mesh))),
                    tol=1e-6, max_nodes=30000)
    assert sol.success
    r = np.linspace(r_min, r_max, 8001)
    th, slope = sol.sol(r)
    r = np.append(0.0, r)
    th = np.append(np.pi, th)
    slope = np.append(slope[0], slope)
    safe = np.maximum(r, 1e-12)
    shape = trapezoid(r * slope + np.sin(2*th) / 2, r)
    out = dict(r=r, th=th, I=shape,
               S=trapezoid(np.sin(th)**2 * r, r),
               exch=2*np.pi*trapezoid(A*(slope**2*r + np.sin(th)**2/safe), r),
               chir=2*np.pi*chiral*shape,
               pot=2*np.pi*trapezoid((aniso*np.sin(th)**2
                                      + Ms*B*(1 - np.cos(th)))*r, r))
    out['E'] = out['exch'] + out['chir'] + out['pot']
    out['R'] = np.interp(np.pi / 2, th[::-1], r[::-1])
    return out


sky = solve_skyrmion(D, K)
r, th, I, S = sky['r'], sky['th'], sky['I'], sky['S']
assert th.min() > -1e-5 and I < 0
I_parts = -trapezoid(th - np.sin(2*th) / 2, r)
assert abs(I - I_parts) < 1e-3 * abs(I)
assert abs(sky['chir'] + 2 * sky['pot']) < 2e-3 * abs(sky['chir'])

# ---------------- two-dimensional grid energy, no skyrmion form assumed ------
ex, ey, ez = np.eye(3)


def film_energy(v, n, h, di, db):
    """Energy per thickness and its gradient; periodic n x n grid, spacing h."""
    v = v.reshape(n, n, 3)
    norm = np.sqrt((v**2).sum(axis=2, keepdims=True))
    m = v / norm
    g = np.zeros_like(m)
    for axis, e in ((0, ex), (1, ey)):
        bond_vector = di * np.cross(ez, e) - db * e
        ahead, behind = np.roll(m, -1, axis), np.roll(m, 1, axis)
        g += -2 * A * (ahead + behind)
        g += h * (ahead - behind) @ np.cross(np.eye(3), bond_vector)
    mz = m[:, :, 2]
    energy = 0.5 * (m * g).sum() + 4 * A * n**2
    energy += h**2 * (K * (1 - mz**2) + Ms * B * (1 - mz)).sum()
    g[:, :, 2] -= h**2 * (2 * K * mz + Ms * B)
    g = (g - (g * m).sum(axis=2, keepdims=True) * m) / norm
    return energy, g.ravel()


def texture(n, h, psi, background=1):
    line = (np.arange(n) - (n - 1) / 2) * h
    X, Y = np.meshgrid(line, line, indexing='ij')
    tilt = np.interp(np.hypot(X, Y), r, th)
    angle = np.arctan2(Y, X) + psi
    return np.stack((np.sin(tilt) * np.cos(angle), np.sin(tilt) * np.sin(angle),
                     background * np.cos(tilt)), axis=2)


def measured_helicity(m):
    """Mean angle of in-plane m from the outward direction (core down)."""
    gx, gy = np.gradient(m[:, :, 2])
    return np.angle(((m[:, :, 0] + 1j * m[:, :, 1]) * (gx - 1j * gy)).sum())


n, h = 80, 1.2
trial_angles = np.radians(np.arange(-180, 180, 5))
worst_scan = 0.0
for background in (1, -1):
    shapes = [texture(n, h, a, background) for a in trial_angles]
    for si in (1, -1):
        for sb in (1, -1):
            energies = [film_energy(m, n, h, si*Di, sb*Db)[0] for m in shapes]
            best = trial_angles[int(np.argmin(energies))]
            expected = np.arctan2(sb*Db, si*Di) + (0 if background == 1 else np.pi)
            worst_scan = max(worst_scan, abs(wrap(best - expected)))
assert np.degrees(worst_scan) < 2.7      # half the 5 degree scan step

# amplitude of the helicity energy and total energy on a fine grid
e_low = film_energy(texture(160, 0.5, alpha), 160, 0.5, Di, Db)[0]
e_high = film_energy(texture(160, 0.5, alpha + np.pi), 160, 0.5, Di, Db)[0]
amplitude = 2 * np.pi * D * abs(I)
assert abs((e_high - e_low) / 2 - amplitude) < 0.015 * amplitude
assert abs(e_low - sky['E']) < 0.01 * 8 * np.pi * A

# free relaxation from a wrong helicity, and the purely interfacial partner
start_psi = np.radians(30.0)
options = dict(maxiter=3000, maxfun=4000, ftol=1e-13, gtol=1e-6, maxcor=20)
free = minimize(film_energy, texture(n, h, start_psi).ravel(), jac=True,
                args=(n, h, Di, Db), method='L-BFGS-B', options=options)
pure = minimize(film_energy, texture(n, h, 0.0).ravel(), jac=True,
                args=(n, h, D, 0.0), method='L-BFGS-B', options=options)
m_free = free.x.reshape(n, n, 3)
m_free = m_free / np.linalg.norm(m_free, axis=2, keepdims=True)
assert m_free[:, :, 2].min() < -0.8      # the skyrmion survived
psi_free = measured_helicity(m_free)
assert abs(np.degrees(wrap(psi_free - alpha))) < 0.3
assert abs(free.fun - pure.fun) < 1e-4 * 8 * np.pi * A
# grid error is of order (spacing / skyrmion width)^2
assert abs(free.fun - sky['E']) < 0.03 * 8 * np.pi * A

# ---------------- neglected effect: twist through the thickness --------------
layers = 31
dz = t / (layers - 1)
weight = np.full(layers, dz)
weight[[0, -1]] = dz / 2


def twist_energy(psi, interface_share):
    slope = np.diff(psi) / dz
    value = (A*S*(slope**2).sum()*dz - Db*S*(psi[-1] - psi[0])
             + I*(weight*Db*np.sin(psi) + Ds*interface_share*np.cos(psi)).sum())
    flux = 2*A*S*slope - Db*S
    g = I*(weight*Db*np.cos(psi) - Ds*interface_share*np.sin(psi))
    g[1:] += flux
    g[:-1] -= flux
    return value, g


flat = np.full(layers, alpha)
smeared = weight / t
at_bottom = np.zeros(layers)
at_bottom[0] = 1.0
K_twist = Db**2 / (4 * A)
relaxed = minimize(twist_energy, flat, args=(smeared,), jac=True, method='BFGS')
gain = twist_energy(flat, smeared)[0] - relaxed.fun
# the twist costs a little chiral energy, of relative order t^2
assert abs(gain - K_twist * S * t) < 0.06 * K_twist * S * t
local = minimize(twist_energy, flat, args=(at_bottom,), jac=True, method='BFGS')
psi_mean = (weight * local.x).sum() / t
sky_twist = solve_skyrmion(D, K - K_twist)
sky_bulk = solve_skyrmion(Db, K)

# ---------------- neglected effect: non-local dipolar energy -----------------
k = np.linspace(1e-4, 3.0, 601)
kr = np.outer(k, r)
H1 = trapezoid(np.sin(th) * r * j1(kr), r, axis=1)
H0 = trapezoid((1 - np.cos(th)) * r * j0(kr), r, axis=1)
slab = 1 - (1 - np.exp(-k * t)) / (k * t)
assert abs(trapezoid(k * H1**2, k) - S) < 0.01 * S
zz = (np.arange(600) + 0.5) * t / 600
k_test = 0.4
slab_direct = k_test*t/2 * np.exp(-k_test*abs(zz[:, None] - zz[None, :])).mean()
slab_formula = 1 - (1 - np.exp(-k_test * t)) / (k_test * t)
assert abs(slab_direct - slab_formula) < 1e-3 * slab_formula
W_volume = K_dip * 2 * np.pi * trapezoid(k * H1**2 * slab, k)
W_surface = -K_dip * 2 * np.pi * trapezoid(k * H0**2 * slab, k)
dipolar = minimize_scalar(lambda a: -amplitude*np.cos(a - alpha)
                          + W_volume*np.cos(a)**2,
                          bounds=(alpha - 1, alpha + 1), method='bounded',
                          options=dict(xatol=1e-8))

# ---------------- neglected effect: temperature ------------------------------
kT = const.k * T * 1e21
spread = np.sqrt(kT / (amplitude * t))

# ---------------- printed numbers --------------------------------------------
deg = np.degrees


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("exchange stiffness A", A, "pJ/m", 1)
show("magnetization Ms", Ms, "MA/m", 2)
show("thickness t", t, "nm", 1)
show("field B", B, "T", 2)
show("interface-supplied anisotropy", Ku, "MJ/m^3", 3)
show("local dipolar constant", K_dip, "MJ/m^3", 4)
show("net anisotropy K", K, "MJ/m^3", 4)
show("interfacial constant Ds", Ds, "pJ/m", 2)
show("interfacial Di = Ds/t", Di, "mJ/m^2", 3)
show("bulk Db", Db, "mJ/m^2", 3)
show("effective D", D, "mJ/m^2", 4)
show("effective D, converted", D * 1e-3 * 1e-18 / const.e * 1e3, "meV/nm^2", 2)
show("arithmetic sum Di+Db", Di + Db, "mJ/m^2", 3)
show("helicity, core down", deg(alpha), "deg", 2)
show("helicity, core up", deg(wrap(alpha + np.pi)), "deg", 2)
show("shape integral I", I, "nm", 3)
show("I by parts", I_parts, "nm", 3)
show("skyrmion radius (mz=0)", sky['R'], "nm", 3)
show("radius with Db alone", sky_bulk['R'], "nm", 3)
show("exchange energy", sky['exch'] * t * zJ_to_eV, "eV", 3)
show("chiral energy", sky['chir'] * t * zJ_to_eV, "eV", 3)
show("anisotropy+field energy", sky['pot'] * t * zJ_to_eV, "eV", 3)
show("skyrmion energy", sky['E'] * t * zJ_to_eV, "eV", 3)
show("scan: largest angle error", deg(worst_scan), "deg", 2)
show("free relaxation: start helicity", deg(start_psi), "deg", 1)
show("free relaxation: final helicity", deg(psi_free), "deg", 3)
show("grid energy, mixed Di and Db", free.fun * t * zJ_to_eV, "eV", 5)
show("grid energy, interfacial D only", pure.fun * t * zJ_to_eV, "eV", 5)
for thick in (2.0, 3.0, 5.0, 10.0):
    d_here = Ds / thick
    print(f"t = {thick:.0f} nm: helicity {deg(np.arctan2(Db, d_here)):.1f} deg,"
          f" D {np.hypot(Db, d_here):.3f} mJ/m^2")
show("twist: lowering of K", K_twist, "MJ/m^3", 4)
show("twist: radius at lowered K", sky_twist['R'], "nm", 3)
show("twist: helicity at interface", deg(local.x[0]), "deg", 2)
show("twist: helicity at far face", deg(local.x[-1]), "deg", 2)
show("twist: mean helicity", deg(psi_mean), "deg", 2)
show("dipolar: volume-charge scale W", W_volume * t * zJ_to_eV, "eV", 4)
show("dipolar: non-local surface part", W_surface * t * zJ_to_eV, "eV", 4)
show("dipolar: shifted helicity", deg(dipolar.x), "deg", 2)
show("temperature", T, "K", 0)
show("thermal energy kT", kT * zJ_to_eV, "eV", 4)
show("thermal rms helicity spread", deg(spread), "deg", 2)
print("done: every assertion held")
```

Output:

```
exchange stiffness A: 9.0 pJ/m
magnetization Ms: 0.38 MA/m
thickness t: 3.0 nm
field B: 0.40 T
interface-supplied anisotropy: 0.200 MJ/m^3
local dipolar constant: 0.0907 MJ/m^3
net anisotropy K: 0.1093 MJ/m^3
interfacial constant Ds: 1.80 pJ/m
interfacial Di = Ds/t: 0.600 mJ/m^2
bulk Db: 1.600 mJ/m^2
effective D: 1.7088 mJ/m^2
effective D, converted: 10.67 meV/nm^2
arithmetic sum Di+Db: 2.200 mJ/m^2
helicity, core down: 69.44 deg
helicity, core up: -110.56 deg
shape integral I: -24.119 nm
I by parts: -24.119 nm
skyrmion radius (mz=0): 7.389 nm
radius with Db alone: 6.533 nm
exchange energy: 4.894 eV
chiral energy: -4.849 eV
anisotropy+field energy: 2.424 eV
skyrmion energy: 2.470 eV
scan: largest angle error: 0.56 deg
free relaxation: start helicity: 30.0 deg
free relaxation: final helicity: 69.444 deg
grid energy, mixed Di and Db: 2.48211 eV
grid energy, interfacial D only: 2.48211 eV
t = 2 nm: helicity 60.6 deg, D 1.836 mJ/m^2
t = 3 nm: helicity 69.4 deg, D 1.709 mJ/m^2
t = 5 nm: helicity 77.3 deg, D 1.640 mJ/m^2
t = 10 nm: helicity 83.6 deg, D 1.610 mJ/m^2
twist: lowering of K: 0.0711 MJ/m^3
twist: radius at lowered K: 10.500 nm
twist: helicity at interface: 61.64 deg
twist: helicity at far face: 78.90 deg
twist: mean helicity: 70.66 deg
dipolar: volume-charge scale W: 0.1729 eV
dipolar: non-local surface part: -0.1535 eV
dipolar: shifted helicity: 70.72 deg
temperature: 200 K
thermal energy kT: 0.0172 eV
thermal rms helicity spread: 3.42 deg
done: every assertion held
```
